# The l = 0 shape function of a cube

## The problem

In full-potential multiple scattering, space is divided into cells, and quantities in a cell are expanded in spherical harmonics about its centre, so it is convenient to carry out integrals over the polyhedral cell in spherical coordinates. The shape function does this bookkeeping: $\sigma(\mathbf r)=1$ inside the cell and $0$ outside. It is expanded as

$$\sigma(\mathbf r)=\sum_{L}\sigma_L(r)\,Y_L(\hat{\mathbf r}),\qquad L=(l,m),$$

with real orthonormal spherical harmonics, so that $Y_{00}=1/\sqrt{4\pi}$.

Take a cube of side $a=2h$, centred at the origin, with faces perpendicular to the axes. Its faces lie at distance $h$ from the centre, its edges at $\sqrt2\,h$ (measured to their midpoints) and its corners at $\sqrt3\,h$.

1. Express $\sigma_{00}(r)$ through the fraction $f(r)$ of the sphere of radius $r$ that lies inside the cube. Show how $f$ gives the cell integral of any function $g(r)$.
2. Find $f(r)$ for all $r$.
3. Examine the slope and the curvature of $f$ on both sides of the face, edge and corner distances. At which of them is there a kink, meaning a jump of the slope?
4. Recover the volume of the cube from $f$, and find the contribution of each radial interval for $a=3$ Å. This is a round model value; no material is implied.

## Hints

**Part 1.** Project on $Y_{00}$, which is a constant.

**Part 2.** Describe the part of the sphere outside the cube as a set of caps. If $x$ is a Cartesian component of a unit vector and $\varphi$ the azimuth about that axis, the area element of the unit sphere is $dx\,d\varphi$. Ask when two caps begin to overlap, and when three do. The overlap area is easier to differentiate than to integrate directly.

**Part 3.** Keep the derivative found in part 2. For the curvature, differentiate once more before inserting special values.

**Part 4.** The slope is simpler than $f$ itself, which suggests integration by parts.

## Solution

### Part 1: from the projection to a fraction

Multiply the expansion by $Y_{00}$ and integrate over angles. Orthonormality leaves one term:

$$\sigma_{00}(r)=\int d\Omega\,Y_{00}\,\sigma(\mathbf r)=\frac{1}{\sqrt{4\pi}}\,4\pi f(r)=\sqrt{4\pi}\,f(r).$$

The angular integral of $\sigma$ is the solid angle inside the cube, $4\pi f$. For a function that depends on $r$ alone,

$$\int_{\rm cell}g\,d^3r=\int_0^\infty dr\,r^2g(r)\int d\Omega\,\sigma(\mathbf r)=4\pi\int_0^\infty r^2f(r)\,g(r)\,dr .\tag{1}$$

The components with $l>0$ do not enter. They can enter when the integrand itself depends on direction, and then only those $\sigma_L$ whose harmonics occur in the integrand. For a cube the components with $l=1,2,3$ vanish by symmetry, so $x^2$ can still be integrated with $f$ alone, as $r^2/3$, whereas $x^4$ needs $l=4$.

### Part 2: counting caps

Let $t=h/r$ and let $(x,y,z)$ be a unit vector. The point at radius $r$ in this direction is inside the cube if $|x|,|y|,|z|\le t$.

**Up to the face distance.** For $r\le h$ we have $t\ge1$, every direction is allowed, and $f=1$.

**From face to edge.** The face at positive $x$ removes the cap $x>t$. Its area is $\int_t^1dx\int_0^{2\pi}d\varphi=2\pi(1-t)$, which is the fraction $(1-t)/2$ of the sphere. Two adjacent caps, $x>t$ and $y>t$, can overlap only if $2t^2<1$, that is, for $r>\sqrt2\,h$. Before that, the six caps are separate:

$$f=1-6\,\frac{1-t}{2}=3t-2,\qquad h\le r\le\sqrt2\,h .$$

**From edge to corner.** A direction in two caps has now been subtracted twice, so each overlap must be added back once. Six caps form 15 pairs; the 3 opposite pairs never overlap, which leaves 12. Three caps overlap only if $3t^2<1$, beyond the corner distance. With $\Omega_2(t)$ the overlap area of one pair,

$$f=3t-2+\frac{12\,\Omega_2}{4\pi}=3t-2+\frac{3}{\pi}\Omega_2(t).\tag{2}$$

To find $\Omega_2$, fix $x$ and write $y=\sqrt{1-x^2}\cos\varphi$. The condition $y>t$ allows an azimuth range $2\arccos(t/\sqrt{1-x^2})$, provided that $x<\sqrt{1-t^2}$. Hence

$$\Omega_2(t)=\int_t^{\sqrt{1-t^2}}2\arccos\frac{t}{\sqrt{1-x^2}}\,dx .$$

Define $A(t)=\arccos\!\big(t/\sqrt{1-t^2}\big)$ and differentiate with respect to $t$. The upper limit contributes nothing, because the integrand there is $2\arccos1=0$. The lower limit contributes $-2A$. The derivative of the integrand is $-2/\sqrt{1-t^2-x^2}$, which is integrable, and contributes

$$-2\left[\arcsin\frac{x}{\sqrt{1-t^2}}\right]_t^{\sqrt{1-t^2}}=-2\left(\frac{\pi}{2}-\arcsin\frac{t}{\sqrt{1-t^2}}\right)=-2A .$$

The two equal terms correspond to moving either of the two cutting planes. Together,

$$\frac{d\Omega_2}{dt}=-4A(t).\tag{3}$$

The overlap vanishes at the edge distance, $t=1/\sqrt2$, so $\Omega_2(t)=4\int_t^{1/\sqrt2}A(s)\,ds$. For the integration by parts we need $A'$. With $u=s/\sqrt{1-s^2}$ one has $du/ds=(1-s^2)^{-3/2}$ and $1-u^2=(1-2s^2)/(1-s^2)$, so

$$A'(s)=-\frac{1}{\sqrt{1-u^2}}\frac{du}{ds}=-\frac{1}{(1-s^2)\sqrt{1-2s^2}} .\tag{4}$$

Therefore

$$\int A\,ds=sA+\int\frac{s\,ds}{(1-s^2)\sqrt{1-2s^2}} .$$

Substitute $v=\sqrt{1-2s^2}$. Then $s\,ds=-v\,dv/2$ and $1-s^2=(1+v^2)/2$, and the last integral becomes $-\int dv/(1+v^2)=-\arctan v$. At $s=1/\sqrt2$ both $A$ and $v$ vanish, so only the lower limit contributes:

$$\Omega_2=4\left[\arctan\sqrt{1-2t^2}-t\,A(t)\right].$$

Inserting this in (2) gives, for $\sqrt2\,h\le r\le\sqrt3\,h$,

$$f=3t-2+\frac{12}{\pi}\left[\arctan\sqrt{1-2t^2}-t\arccos\frac{t}{\sqrt{1-t^2}}\right].\tag{5}$$

At the corner, $t=1/\sqrt3$, the arctangent is $\pi/6$ and the arccosine is $\pi/4$. Then $f=\sqrt3-2+(2-\sqrt3)=0$, as it must be. Beyond the corner, $f=0$.

**Numbers for $a=3$ Å**, so $h=1.5$ Å. The three distances are 1.5000, 2.1213 and 2.5981 Å. At $r=2.0$ Å, between face and edge, $f=3(1.5/2.0)-2=0.25$ and $\sigma_{00}=0.886$. At $r=2.4$ Å, $t=0.625$ and $3t-2=-0.125$. A negative fraction would be meaningless; the overlap term adds 0.137 and gives $f=0.0124$. Direct counting of directions inside the cube confirms these values.

### Part 3: three kinds of non-smooth point

Since $dt/dr=-h/r^2$, equations (2) and (3) give

$$f'(r)=-\frac{h}{r^2}\left[3-\frac{12}{\pi}A\right],\qquad A=\arccos\frac{h}{\sqrt{r^2-h^2}},\tag{6}$$

between edge and corner. Between face and edge the same formula holds with $A$ replaced by 0, and inside the inscribed sphere $f'=0$.

Differentiating (6) and using (4) with $dA/dr=-(h/r^2)A'(t)$,

$$f''(r)=\frac{2h}{r^3}\left[3-\frac{12}{\pi}A\right]+\frac{12}{\pi}\frac{h^2}{r^4}\frac{1}{(1-t^2)\sqrt{1-2t^2}} .\tag{7}$$

Between face and edge, $f''=6h/r^3$.

**Face.** The slope jumps from $0$ to $-3/h$, here from 0 to $-2.00$ Å$^{-1}$. This is a true kink. Six caps open at once, and the area of each grows linearly with $r-h$ at first.

**Edge.** At $r=\sqrt2\,h$ we have $A=0$, so the slope is $-3/(2h)=-1.00$ Å$^{-1}$ on both sides. There is no kink. The curvature, however, is singular. Put $r=\sqrt2\,h(1+\varepsilon)$ with small $\varepsilon>0$. Then $2t^2=(1+\varepsilon)^{-2}\approx1-2\varepsilon$, and the last term of (7) becomes

$$\frac{12}{\pi}\,\frac{1}{4h^2}\,\frac{2}{\sqrt{2\varepsilon}}=\frac{3\sqrt2}{\pi h^2\sqrt\varepsilon} .$$

From below, the curvature tends to the finite value $3/(\sqrt2\,h^2)$, about 0.94 Å$^{-2}$. From above, it diverges. At $\varepsilon=10^{-4}$ numerical differentiation gives 60.9 Å$^{-2}$, of which the divergent term accounts for 60.0 Å$^{-2}$; the remaining 0.9 Å$^{-2}$ is essentially the first term of (7), which is 0.92 Å$^{-2}$ there and is slightly offset by the next-order correction to the last term.

The effect on $f$ itself is mild. Since $\tan A=\sqrt{1-2t^2}/t\approx2\sqrt\varepsilon$, the slope exceeds its continuation from below by $(h/r^2)(12/\pi)A\approx12\sqrt\varepsilon/(\pi h)$. Integrating with $dr=\sqrt2\,h\,d\varepsilon$ gives an excess of $(8\sqrt2/\pi)\,\varepsilon^{3/2}$ in $f$. A plot of $f$ therefore looks smooth at the edge distance.

**Corner.** Here $A=\pi/4$, the bracket in (6) vanishes, and the slope is zero on both sides. Again there is no kink. With $t^2=1/3$ and $r^4=9h^4$, equation (7) gives the curvature just below the corner:

$$f''=\frac{12}{\pi}\,\frac{1}{9h^2}\,\frac{3\sqrt3}{2}=\frac{2\sqrt3}{\pi h^2}=0.490\ \text{Å}^{-2}.$$

It jumps to zero beyond. To leading order, $f\approx\sqrt3\,\delta^2/(\pi h^2)$ at a small distance $\delta=\sqrt3\,h-r$ below the corner.

Geometry gives the same law. Near a corner the sphere is nearly a plane perpendicular to the cube's diagonal, at distance $\delta$ from the corner. It meets the three edges at distance $\sqrt3\,\delta$ from the corner and cuts out an equilateral triangle of side $\sqrt6\,\delta$ and area $3\sqrt3\,\delta^2/2$. Eight such triangles divided by the sphere's area $4\pi(3h^2)$ give $\sqrt3\,\delta^2/(\pi h^2)$.

All three distances are thus non-analytic points of $f$, but only the face distance is a kink.

### Part 4: the volume

Set $g=1$ in (1) and integrate by parts. This is allowed across the special points because $f$ is continuous. The boundary term $4\pi r^3f/3$ vanishes at $r=0$ and at the corner:

$$V=4\pi\int_0^{\sqrt3h}r^2f\,dr=-\frac{4\pi}{3}\int_h^{\sqrt3h}r^3f'\,dr .$$

The lower limit is $h$ because $f'=0$ inside the inscribed sphere. Insert (6), with $A$ replaced by 0 below the edge distance:

$$V=\frac{4\pi h}{3}\left[3\int_h^{\sqrt3h}r\,dr-\frac{12}{\pi}J\right],\qquad J=\int_{\sqrt2h}^{\sqrt3h}rA\,dr .$$

The first term in the bracket is $3(3h^2-h^2)/2=3h^2$. For $J$, let $\rho=\sqrt{r^2-h^2}$, so that $r\,dr=\rho\,d\rho$, and write $\rho=h/\cos\theta$. Then $A=\theta$, which runs from 0 to $\pi/4$ while $\rho^2$ runs from $h^2$ to $2h^2$:

$$J=\left[\frac{\theta\rho^2}{2}\right]_0^{\pi/4}-\frac{h^2}{2}\int_0^{\pi/4}\frac{d\theta}{\cos^2\theta}=\frac{\pi h^2}{4}-\frac{h^2}{2} .$$

Hence $(12/\pi)J=3h^2-6h^2/\pi$, and

$$V=\frac{4\pi h}{3}\cdot\frac{6h^2}{\pi}=8h^3=a^3 .$$

The contributions of the separate intervals are as follows.

- Centre to face: $4\pi h^3/3=14.137$ Å$^3$, or 52.36 % of the cube.
- Face to edge: $4\pi\int_h^{\sqrt2h}(3hr-2r^2)\,dr=4\pi h^3\left(\tfrac{13}{6}-\tfrac{4\sqrt2}{3}\right)=11.920$ Å$^3$, or 44.15 %.
- Edge to corner: the remainder, $h^3\left(8-10\pi+\tfrac{16\sqrt2\,\pi}{3}\right)=0.943$ Å$^3$, or 3.49 %.

Their sum is $14.137+11.920+0.943=27.000$ Å$^3$, which is 182.2 bohr$^3$. The last interval (0.48 Å) is about three quarters as wide as the one before it (0.62 Å) but contributes far less, because $f$ is at most 0.12 there: most of each sphere lies outside the cube.

## Variation 1: a point charge at the centre

*An electron has the potential energy $U=-1/r$ (atomic units) in the field of a unit positive point charge at the centre. Compare the average of $U$ over the cube with that over a sphere of equal volume.*

Equation (1) with $g=U$ gives

$$\langle U\rangle_{\rm cube}=-\frac{4\pi}{a^3}\int_0^{\sqrt3h}r\,f(r)\,dr .$$

With lengths in Å and energies in eV instead of atomic units, the factor $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å multiplies the right-hand side. Numerical integration gives $-11.424$ eV, or $-0.4198$ hartree. A Cartesian integration over the cube agrees.

For a sphere of radius $S$, the average of $1/r$ is $2\pi S^2/(4\pi S^3/3)=3/(2S)$. Equal volume requires $S=1.8611$ Å, so

$$\langle U\rangle_{\rm sphere}=-\frac{1.5\times14.3996}{1.8611}\ \text{eV}=-11.606\ \text{eV}.$$

The sphere lies lower by 0.182 eV, which is 1.6 % of the cube's value. The sign follows from geometry. Going from cube to sphere removes the parts of the cube with $r>S$ and adds an equal volume with $r<S$, where $1/r$ is larger.

## Variation 2: where to divide the radial grid

*The volume integral is done by Gauss–Legendre quadrature. Compare one panel from the centre to the corner distance with three panels that meet at the face and edge distances, using the same total number of points.*

With $n$ points on a panel, the rule is exact for polynomials up to degree $2n-1$. On the first two panels the integrand is a polynomial, since $r^2f$ equals $r^2$ and then $3hr-2r^2$. Two points per panel are enough there. Apart from rounding, the whole error of the three-panel scheme comes from the outer panel, where $f$ contains the $\varepsilon^{3/2}$ term found above.

A single panel contains both the slope jump at the face and the $\varepsilon^{3/2}$ term at the edge in its interior, so its integrand is not a polynomial and not even smooth. For totals of 18, 21, …, 36 points, shared equally among the panels, the largest error is 0.10 Å$^3$ with one panel and $7.7\times10^{-5}$ Å$^3$ with three. Relative to the volume of 27 Å$^3$, these are about 0.4 % and 0.0003 %.

## Numbers as computed

```
cube side = 3.00 A, half side h = 1.50 A
face distance   = 1.5000 A
edge distance   = 2.1213 A
corner distance = 2.5981 A
r (A), f formula, f slices, f counted, sigma_00:
 1.2000 1.00000 1.00000 1.00000 3.54491
 1.5000 1.00000 1.00000 1.00000 3.54491
 1.6500 0.72727 0.72727 0.72721 2.57811
 1.8000 0.50000 0.50000 0.49999 1.77245
 2.0000 0.25000 0.25000 0.25005 0.88623
 2.1213 0.12132 0.12132 0.12126 0.43007
 2.2000 0.06952 0.06952 0.06951 0.24643
 2.3000 0.03255 0.03255 0.03256 0.11538
 2.4000 0.01236 0.01236 0.01235 0.04382
 2.5000 0.00265 0.00265 0.00263 0.00940
 2.5981 0.00000 0.00000 0.00000 0.00000
slope below/above face: -0.0000 / -2.0000 1/A
slope below/above edge: -1.0000 / -0.9997 1/A
slope below corner: 0.0000 1/A
curvature just below edge = 0.945 1/A^2
eps = r/r_edge - 1, curvature (1/A^2), divergent part by formula:
 1e-02 6.387 6.002
 1e-03 19.757 18.980
 1e-04 60.946 60.021
edge excess: power = 1.499, factor = 3.601
curvature below corner: numeric 0.491, limit 0.490 1/A^2
volume centre to face: 14.1372 A^3, share 52.36 %
volume face to edge: 11.9197 A^3, share 44.15 %
volume edge to corner: 0.9431 A^3, share 3.49 %
recovered volume = 27.000000 A^3 = 182.205 bohr^3
side cubed       = 27.000000 A^3
Gauss points in total: 18 to 36
worst volume error, one panel:    1.0e-01 A^3
worst volume error, three panels: 7.7e-05 A^3
e^2/(4 pi eps0) = 14.3996 eV A
mean energy, cube, radial    = -11.4241 eV = -0.41983 hartree
mean energy, cube, Cartesian = -11.4241 eV
equal-volume sphere radius   = 1.8611 A
mean energy, sphere          = -11.6061 eV
sphere minus cube            = -0.1820 eV
```
